# Energy Balance Does Not Prove Convergence in Coupled-Wave Mask Calculations: verification in Python

```python
"""
Result under test: for a lossless grating, truncated coupled-wave theory gives
sum(R) + sum(T) = 1 at EVERY truncation, while single orders can be badly wrong.

Symbols: orders -N..N are kept; alpha = transverse wavenumber / k0;
U, V = tangential field pair with U' = i B V, V' = i C U (depth in units 1/k0);
TE: U = E_y; TM: U = H_y; Y = V/U of a forward plane wave (admittance).
R, T = reflected and transmitted efficiencies of the orders.
The reference solver uses piecewise polynomials, not Fourier series of eps.
"""
import numpy as np
from scipy.linalg import toeplitz, eigh
from scipy.special import eval_legendre

wavelength, pitch, ridge, depth = 193.0, 360.0, 100.0, 172.0   # nm
n_silica, sin_air = 1.56, 0.25
eps_s = n_silica**2
k0 = 2 * np.pi / wavelength
R_ORDERS, T_ORDERS = range(-3, 3), range(-2, 2)   # checked below


def alphas(N):
    return sin_air + np.arange(-N, N + 1) * wavelength / pitch


def admittance(eps, alpha, pol):
    beta = np.sqrt(eps - alpha**2 + 0j)
    return beta if pol == "TE" else beta / eps


def make_layer(N, pol, rule="inverse", width=ridge, thick=depth):
    m, f = np.arange(2 * N + 1), width / pitch

    def fourier_matrix(inside, outside):
        c = (inside - outside) * f * np.sinc(m * f)
        c[0] += outside
        return toeplitz(c)

    E, A, one = fourier_matrix(eps_s, 1.0), np.diag(alphas(N)), np.eye(2 * N + 1)
    if pol == "TE":
        return one, E - A @ A, k0 * thick
    B = E if rule == "direct" else np.linalg.inv(fourier_matrix(1 / eps_s, 1.0))
    return B, one - A @ np.linalg.inv(E) @ A, k0 * thick


def scatter(layers, alpha, pol, eps_in=eps_s, eps_out=1.0):
    """Amplitude matrices r, t [outgoing order, incoming order]."""
    n, L = len(alpha), len(layers)
    Yi = admittance(eps_in, alpha, pol)[:, None]
    Yo = admittance(eps_out, alpha, pol)[:, None]
    modes = []
    for B, C, D in layers:
        g2, W = np.linalg.eig(B @ C)
        g = np.sqrt(g2 + 0j)
        g = np.where(g.real + g.imag < 0, -g, g)
        modes.append((W, np.linalg.solve(B, W * g), np.exp(1j * g * D)))
    M = np.zeros((2 * n * L, 2 * n * L), complex)
    rhs = np.zeros((2 * n * L, n), complex)
    W, V, X = modes[0]
    M[:n, :2 * n] = np.hstack([V + Yi * W, (Yi * W - V) * X])
    rhs[:n] = 2 * np.diag(Yi[:, 0])
    for j in range(L - 1):
        W, V, X = modes[j]
        W2, V2, X2 = modes[j + 1]
        row, col = n + 2 * n * j, 2 * n * j
        M[row:row + n, col:col + 4 * n] = np.hstack([W * X, W, -W2, -W2 * X2])
        M[row + n:row + 2 * n, col:col + 4 * n] = np.hstack(
            [V * X, -V, -V2, V2 * X2])
    W, V, X = modes[-1]
    M[-n:, -2 * n:] = np.hstack([(V - Yo * W) * X, -V - Yo * W])
    s = np.linalg.solve(M, rhs)
    W1, _, X1 = modes[0]
    r = W1 @ (s[:n] + X1[:, None] * s[n:2 * n]) - np.eye(n)
    t = W @ (X[:, None] * s[-2 * n:-n] + s[-n:])
    return r, t


def efficiencies(r, t, N, pol):
    """Efficiencies for vectors r, t produced by incoming order 0."""
    Yi = admittance(eps_s, alphas(N), pol)
    Yo = admittance(1.0, alphas(N), pol)
    y0 = Yi[N].real
    return Yi.real * abs(r)**2 / y0, Yo.real * abs(t)**2 / y0


def rcwa(N, pol, rule="inverse", layers=None):
    layers = layers or [make_layer(N, pol, rule)]
    r, t = scatter(layers, alphas(N), pol)
    R, T = efficiencies(r[:, N], t[:, N], N, pol)
    return R, T, t[:, N]


def reference(pol, degree, N):
    """Modes from piecewise polynomials, matched to plane waves -N..N."""
    s, w = np.polynomial.legendre.leggauss(300)
    q, nb = len(s), 2 * degree
    F, D = np.zeros((2 * q, nb), complex), np.zeros((2 * q, nb), complex)
    x, wt, eps = np.zeros(2 * q), np.zeros(2 * q), np.zeros(2 * q)
    bloch = np.exp(1j * sin_air * k0 * pitch)
    pieces = [(-ridge / 2, ridge, eps_s), (ridge / 2, pitch - ridge, 1.0)]
    for e, (start, length, value) in enumerate(pieces):
        rows, half = slice(e * q, (e + 1) * q), k0 * length / 2
        x[rows] = k0 * start + half * (1 + s)
        wt[rows], eps[rows] = w * half / (k0 * pitch), value
        left, right = (0, 1) if e == 0 else (1, 0)
        ph = 1.0 if e == 0 else bloch
        F[rows, left], D[rows, left] = (1 - s) / 2, -0.5 / half
        F[rows, right], D[rows, right] = ph * (1 + s) / 2, ph * 0.5 / half
        for k in range(1, degree):
            col, norm = 1 + e * (degree - 1) + k, 1 / np.sqrt(4 * k + 2)
            F[rows, col] = norm * (eval_legendre(k + 1, s)
                                   - eval_legendre(k - 1, s))
            D[rows, col] = norm * (2 * k + 1) * eval_legendre(k, s) / half
    p, c = (np.ones(2 * q), eps) if pol == "TE" else (1 / eps, np.ones(2 * q))
    mass = F.conj().T @ ((wt * p)[:, None] * F)
    stiff = (F.conj().T @ ((wt * c)[:, None] * F)
             - D.conj().T @ ((wt * p)[:, None] * D))
    g2, coef = eigh((stiff + stiff.conj().T) / 2, (mass + mass.conj().T) / 2)
    g = np.sqrt(g2 + 0j)
    X = np.exp(1j * g * k0 * depth)
    al = alphas(N)
    P = np.exp(-1j * np.outer(al, x)) @ (wt[:, None] * (F @ coef))
    Yi, Yo = admittance(eps_s, al, pol), admittance(1.0, al, pol)
    Qi = P.conj().T @ (Yi[:, None] * P)
    Qo = P.conj().T @ (Yo[:, None] * P)
    G = np.diag(g)
    M = np.block([[Qi + G, (Qi - G) * X], [(G - Qo) * X, -G - Qo]])
    rhs = np.concatenate([2 * P.conj()[N] * Yi[N], np.zeros(nb)])
    ab = np.linalg.solve(M, rhs)
    a, b = ab[:nb], ab[nb:]
    r, t = P @ (a + X * b), P @ (X * a + b)
    r[N] -= 1
    R, T = efficiencies(r, t, N, pol)
    return R, T, t


def channels(R, T):
    """Efficiencies of all truly propagating orders; missing orders count 0."""
    N = len(R) // 2
    return np.array([R[N + m] if abs(m) <= N else 0.0 for m in R_ORDERS]
                    + [T[N + m] if abs(m) <= N else 0.0 for m in T_ORDERS])


def contrast(t):
    N = len(t) // 2
    a, b = abs(t[N]), (abs(t[N - 1]) if N > 0 else 0.0)
    return 2 * a * b / (a * a + b * b)


# the lists of propagating orders follow from the wavenumbers
al9, idx9 = alphas(9), np.arange(-9, 10)
assert list(idx9[abs(al9) < n_silica]) == list(R_ORDERS)
assert list(idx9[abs(al9) < 1]) == list(T_ORDERS)

print(f"wavelength {wavelength} nm, pitch {pitch} nm, ridge {ridge} nm")
print(f"etch depth {depth} nm, silica index {n_silica}, sine in air {sin_air}")
print(f"depth for half-wave phase: {wavelength / 2 / (n_silica - 1):.1f} nm")
print("propagating orders: silica", list(R_ORDERS), " air", list(T_ORDERS))
print(f"sine in air of order -1: {alphas(1)[0]:.4f}")

ref, ref_t = {}, {}
for pol in ("TE", "TM"):
    R, T, ref_t[pol] = reference(pol, 36, 80)
    R2, T2, _ = reference(pol, 24, 50)
    ref[pol] = channels(R, T)
    change = max(abs(ref[pol] - channels(R2, T2)))
    assert change < 5e-4
    print(f"{pol} reference: T-2..T1 =", np.round(ref[pol][6:], 4),
          f"sum R = {ref[pol][:6].sum():.4f}")
    print(f"   largest change on refining the reference: {change:.1e}")

# truncation tables
errors, worst_defect = {}, 0.0
print("columns: N, sum-1, T0, T-1, change from row above, largest error")
for pol, rule in (("TE", "inverse"), ("TM", "inverse"), ("TM", "direct")):
    print("TE" if pol == "TE" else f"TM, {rule} rule")
    previous = None
    for N in (0, 1, 2, 3, 5, 10, 20, 40):
        R, T, t = rcwa(N, pol, rule)
        defect, now = R.sum() + T.sum() - 1, channels(R, T)
        err = max(abs(now - ref[pol]))
        errors[pol, rule, N] = err
        worst_defect = max(worst_defect, abs(defect))
        step = "   -   " if previous is None else f"{max(abs(now-previous)):.1e}"
        print(f"{N:3d} {defect:9.1e} {now[8]:.5f} {now[7]:.5f} {step} {err:.1e}")
        previous = now
assert worst_defect < 1e-10
for pol in ("TE", "TM"):
    assert errors[pol, "inverse", 0] > 0.3
    assert errors[pol, "inverse", 1] > 0.02
    assert errors[pol, "inverse", 40] < 1e-3
for N in (10, 40):
    assert errors["TM", "direct", N] > errors["TM", "inverse", N]
print(f"largest energy defect in the tables: {worst_defect:.1e}")
missing = ref["TE"][[0, 1, 5, 6]].sum()
print(f"TE power in propagating orders absent at N=1: {missing:.4f}")
print("TE image contrast, N=0,1,2,3:",
      [round(float(contrast(rcwa(N, "TE")[2])), 4) for N in range(4)],
      f"reference {contrast(ref_t['TE']):.4f}")

# N = 0 in TE must equal a uniform film of mean permittivity (closed formula)
mean_eps = 1 + (eps_s - 1) * ridge / pitch
y1, y2, y3 = [np.sqrt(e - sin_air**2) for e in (eps_s, mean_eps, 1.0)]
ph = y2 * k0 * depth
t_film = 2 * y1 / ((y1 + y3) * np.cos(ph) - 1j * (y2 + y1 * y3 / y2) * np.sin(ph))
T_film = y3 / y1 * abs(t_film)**2
assert abs(T_film - rcwa(0, "TE")[1][0]) < 1e-12
print(f"mean permittivity {mean_eps:.4f}, film formula T0 = {T_film:.5f}")

# isometry: outgoing channel vectors of different inputs stay orthonormal
N, pol = 2, "TM"
lay = [make_layer(N, pol)]
r, t = scatter(lay, alphas(N), pol)
Yi, Yo = admittance(eps_s, alphas(N), pol), admittance(1.0, alphas(N), pol)
assert np.all(Yi.real > 0)
S = np.vstack([np.sqrt(Yi.real)[:, None] * r, np.sqrt(Yo.real)[:, None] * t])
S = S / np.sqrt(Yi.real)
iso = abs(S.conj().T @ S - np.eye(2 * N + 1)).max()
assert iso < 1e-10
print(f"TM N=2: departure from isometry {iso:.1e}")

# reciprocity: silica order 0 -> air order -1, and the reversed path
_, t_back = scatter(lay, -alphas(N), pol, 1.0, eps_s)
forward = Yo[N - 1].real * abs(t[N - 1, N])**2 / Yi[N].real
backward = Yi[N].real * abs(t_back[N, N - 1])**2 / Yo[N - 1].real
assert abs(forward - backward) < 1e-10
print(f"TM N=2: T-1 forward {forward:.5f}, reversed {backward:.5f},",
      f"reference {ref['TM'][7]:.5f}")

# a random Hermitian matrix in place of Maxwell's still balances energy
rng = np.random.default_rng(1)
Z = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
R, T, _ = rcwa(4, "TE", layers=[(np.eye(9), (Z + Z.conj().T) / 2, k0 * depth)])
random_defect = R.sum() + T.sum() - 1
assert abs(random_defect) < 1e-10
print(f"random Hermitian layer: sum-1 = {random_defect:.1e}, T0 = {T[4]:.4f}")

# a one-sided coding error breaks Hermiticity and is caught by the sum
B, C, D = make_layer(10, "TE")
C = C.copy()
C[10, 11] *= 0.9
R, T, _ = rcwa(10, "TE", layers=[(B, C, D)])
bug_defect = R.sum() + T.sum() - 1
assert abs(bug_defect) > 1e-4
print(f"one matrix element 10% off, one side only: sum-1 = {bug_defect:.1e}")

# sizes of neglected effects for this mask (TE, N = 15)
N = 15
base = rcwa(N, "TE")[1]
deeper = rcwa(N, "TE", layers=[make_layer(N, "TE", thick=depth + 3)])[1]
run_out = depth / np.tan(np.radians(86))
widths = [ridge + 2 * run_out * (0.5 - (j + 0.5) / 4) for j in range(4)]
sloped = rcwa(N, "TE", layers=[make_layer(N, "TE", width=b, thick=depth / 4)
                               for b in widths])[1]
for name, T in (("etch 3 nm deeper", deeper), ("86 degree sidewalls", sloped)):
    print(f"{name}: change of T0 {T[N] - base[N]:+.4f},",
          f"of T-1 {T[N - 1] - base[N - 1]:+.4f}")
back = ((n_silica - 1) / (n_silica + 1))**2
absorb_per_cm, plate_cm = 0.01, 0.635   # rough values
print(f"back-surface reflection, normal incidence: {back:.4f}")
print(f"plate absorption ({absorb_per_cm}/cm, {plate_cm} cm, rough):",
      f"{1 - np.exp(-absorb_per_cm * plate_cm):.4f}")
print(f"absorption over the etch depth: {absorb_per_cm * depth * 1e-7:.1e}")
print("all good")
```

Running it gives:

```
wavelength 193.0 nm, pitch 360.0 nm, ridge 100.0 nm
etch depth 172.0 nm, silica index 1.56, sine in air 0.25
depth for half-wave phase: 172.3 nm
propagating orders: silica [-3, -2, -1, 0, 1, 2]  air [-2, -1, 0, 1]
sine in air of order -1: -0.2861
TE reference: T-2..T1 = [0.0581 0.4573 0.0331 0.3736] sum R = 0.0779
   largest change on refining the reference: 9.5e-09
TM reference: T-2..T1 = [0.1053 0.3827 0.1753 0.2989] sum R = 0.0378
   largest change on refining the reference: 8.9e-06
columns: N, sum-1, T0, T-1, change from row above, largest error
TE
  0   2.2e-16 0.94970 0.00000    -    9.2e-01
  1   2.2e-16 0.11927 0.50594 8.3e-01 8.6e-02
  2  -2.2e-16 0.03757 0.49159 8.2e-02 3.8e-02
  3   4.4e-16 0.03334 0.47012 2.2e-02 1.6e-02
  5   0.0e+00 0.03379 0.45762 1.4e-02 1.6e-03
 10   6.7e-16 0.03319 0.45739 1.3e-03 2.8e-04
 20  -5.2e-15 0.03313 0.45729 2.5e-04 3.5e-05
 40   1.6e-15 0.03312 0.45729 3.1e-05 4.2e-06
TM, inverse rule
  0  -2.2e-16 0.95832 0.00000    -    7.8e-01
  1   8.9e-16 0.48103 0.26488 4.8e-01 3.1e-01
  2   0.0e+00 0.24000 0.37604 2.4e-01 6.5e-02
  3   2.2e-16 0.17676 0.39345 6.3e-02 1.1e-02
  5  -1.1e-15 0.17983 0.38065 1.3e-02 4.5e-03
 10  -1.4e-15 0.17549 0.38278 4.3e-03 1.9e-04
 20  -2.2e-15 0.17539 0.38268 1.0e-04 8.6e-05
 40  -1.5e-14 0.17532 0.38270 7.0e-05 1.6e-05
TM, direct rule
  0   2.2e-16 0.95746 0.00000    -    7.8e-01
  1   4.4e-16 0.24578 0.43003 7.1e-01 1.1e-01
  2  -1.1e-16 0.16581 0.41224 8.0e-02 3.8e-02
  3   8.9e-16 0.15404 0.40159 2.4e-02 2.1e-02
  5   0.0e+00 0.16406 0.38822 1.3e-02 1.1e-02
 10   1.6e-15 0.16801 0.38692 4.8e-03 7.3e-03
 20   7.1e-15 0.17171 0.38466 3.7e-03 3.6e-03
 40  -3.0e-14 0.17344 0.38376 1.7e-03 1.9e-03
largest energy defect in the tables: 3.0e-14
TE power in propagating orders absent at N=1: 0.0733
TE image contrast, N=0,1,2,3: [0.0, 0.7833, 0.5114, 0.4951] reference 0.4996
mean permittivity 1.3982, film formula T0 = 0.94970
TM N=2: departure from isometry 4.4e-16
TM N=2: T-1 forward 0.37604, reversed 0.37604, reference 0.38270
random Hermitian layer: sum-1 = 8.9e-16, T0 = 0.0043
one matrix element 10% off, one side only: sum-1 = 4.5e-02
etch 3 nm deeper: change of T0 -0.0065, of T-1 +0.0098
86 degree sidewalls: change of T0 +0.0023, of T-1 -0.0012
back-surface reflection, normal incidence: 0.0479
plate absorption (0.01/cm, 0.635 cm, rough): 0.0063
absorption over the etch depth: 1.7e-07
all good
```
